# The Lifshitz energy from the gap mode condition, and its Hamaker constant

## Result and conventions

Two parallel bodies with permittivities $\varepsilon_1,\varepsilon_2$ face each other across a vacuum gap of width $a$ at zero temperature. In atomic units ($\hbar=1$, $c$ the speed of light) their interaction energy per area is

$$E(a)=\frac{1}{4\pi^2}\int_0^\infty k\,dk\int_0^\infty d\xi\sum_{p}\ln\!\left(1-r_{1p}r_{2p}e^{-2\kappa a}\right),\qquad(1)$$

where $p$ runs over TM and TE and everything is evaluated at the frequency $\omega=i\xi$:

$$\kappa^2=k^2+\frac{\xi^2}{c^2},\quad \kappa_j^2=k^2+\varepsilon_j\frac{\xi^2}{c^2},\quad r_{j,\rm TM}=\frac{\varepsilon_j\kappa-\kappa_j}{\varepsilon_j\kappa+\kappa_j},\quad r_{j,\rm TE}=\frac{\kappa-\kappa_j}{\kappa+\kappa_j}.$$

When retardation is negligible,

$$E\to-\frac{A}{12\pi a^2},\qquad A=\frac{3}{4\pi}\int_0^\infty d\xi\,\mathrm{Li}_3(\Delta_1\Delta_2),\qquad \Delta_j=\frac{\varepsilon_j(i\xi)-1}{\varepsilon_j(i\xi)+1},\qquad(2)$$

with $\mathrm{Li}_s(x)=\sum_{n\ge1}x^n/n^s$. The number $A$ is the Hamaker constant.

The bodies are nonmagnetic, isotropic and sharply bounded, and their response is local: $\varepsilon_j$ depends on frequency alone. At first they are also lossless.

## Reflection and the mode condition

Let the fields vary as $e^{ikx-i\omega t}$. In vacuum they depend on $z$ through $e^{\pm\kappa z}$ with $\kappa^2=k^2-\omega^2/c^2$, in body $j$ through $e^{\pm\kappa_jz}$ with $\kappa_j^2=k^2-\varepsilon_j\omega^2/c^2$.

Send $e^{-\kappa z}$ from $z<0$ onto a body filling $z>0$. The field is $e^{-\kappa z}+re^{\kappa z}$ outside and $te^{-\kappa_jz}$ inside. For TE, $E_y$ and $\partial_zE_y$ are continuous, so

$$1+r=t,\qquad \kappa(1-r)=\kappa_jt .$$

Eliminating $t$ gives $r_{\rm TE}$. For TM, $H_y$ and $\varepsilon^{-1}\partial_zH_y$ are continuous; this replaces $\kappa_j$ by $\kappa_j/\varepsilon_j$ and gives $r_{\rm TM}$.

For a slab of thickness $d$, set $q=e^{-2\kappa_jd}$. The inner reflection amplitude is $-r$ and the two transmissions multiply to $(1+r)(1-r)$. Summing the repeated reflections,

$$R=r-\frac{(1-r^2)\,r\,q}{1-r^2q}=\frac{r(1-q)}{1-r^2q}.\qquad(3)$$

In the gap $0<z<a$ write the field as $\alpha e^{-\kappa z}+\beta e^{\kappa z}$. Reflection at the left body requires $\alpha=R_1\beta$; at the right body, $\beta e^{\kappa a}=R_2\alpha e^{-\kappa a}$. Together,

$$D(\omega;a)\equiv1-R_1R_2e^{-2\kappa a}=0.\qquad(4)$$

## Why a closed box is needed

For half-spaces, the real roots of (4) are not the whole spectrum. Take TE below the light line, $\omega<ck$. There $\kappa>0$, while $\kappa_j$ is either positive or imaginary. In both cases $|\kappa-\kappa_j|\le|\kappa+\kappa_j|$, so $|r_1r_2|e^{-2\kappa a}<1$ and no root exists. Yet wherever $\varepsilon_j\omega^2>c^2k^2$, so that $\kappa_j$ is imaginary, waves propagate inside the bodies. This happens on both sides of the light line, and below it the waves reach across the gap as evanescent fields. They form a continuum whose boundary phases depend on $a$, so they carry an $a$-dependent energy that no root of (4) counts. In addition, $\kappa$ and $\kappa_j$ have branch points.

I therefore use two thick slabs in a long box with reflecting end walls. All modes are then real, and away from the material resonances they are discrete. Body 1 is fixed and body 2 is displaced rigidly, so the total length of vacuum is constant.

Let $u$ be $E_y$ or $H_y$, and $v$ its $z$-derivative, divided by $\varepsilon$ for TM. Integrating from the left wall gives values $(u_1,v_1)$ at the left face of the gap. Integrating inward from the right wall gives $(u_2,v_2)$ at the right face, with $v_2$ counted along the inward direction. Carrying the left solution across the gap,

$$u=u_1\cosh\kappa a+\frac{v_1}{\kappa}\sinh\kappa a,\qquad v=\kappa u_1\sinh\kappa a+v_1\cosh\kappa a .$$

It matches the right solution when the Wronskian $N=uv_2+vu_2$ vanishes:

$$N=(u_1v_2+v_1u_2)\cosh\kappa a+(v_1v_2+\kappa^2u_1u_2)\frac{\sinh\kappa a}{\kappa}.$$

This is even in $\kappa$, so the branch point at $\omega=ck$ is absent. The $u_j,v_j$ are likewise even in $\kappa$ and $\kappa_j$. Writing the hyperbolic functions as exponentials,

$$N=\frac{(v_1+\kappa u_1)(v_2+\kappa u_2)}{2\kappa}\,e^{\kappa a}\left(1-R_1R_2e^{-2\kappa a}\right),\qquad R_j=\frac{\kappa u_j-v_j}{\kappa u_j+v_j}.\qquad(5)$$

The expression for $R_j$ agrees with its earlier meaning: at the left face $u_1=\alpha+\beta$ and $v_1=\kappa(\beta-\alpha)$, which gives $R_1=\alpha/\beta$.

Now let the outer vacuum regions become long, with $\mathrm{Re}\,\kappa>0$. The growing exponential dominates, so $v_2+\kappa u_2\propto e^{\kappa b_2}$, where $b_2$ is the vacuum length behind body 2. Since $a+b_2$ is fixed, the prefactor in (5) does not depend on $a$. Echoes from the end walls are suppressed by $e^{-2\kappa b_j}$, and $R_j$ becomes the slab amplitude (3). Hence, away from the real frequency axis,

$$\frac{N(\omega;a)}{N(\omega;a')}\to\frac{D(\omega;a)}{D(\omega;a')}.\qquad(6)$$

## The argument principle

If $f$ has zeros $\omega_n$ and poles $\Omega_m$ inside a counterclockwise contour, and $g$ is analytic there, then

$$\frac{1}{2\pi i}\oint g\,\frac{f'}{f}\,d\omega=\sum_ng(\omega_n)-\sum_mg(\Omega_m),$$

because $f'/f$ has residue $+1$ at a simple zero and $-1$ at a simple pole. Choose $g=\omega/2$, the zero-point energy, and $f=N(a)/N(a')$. Poles of $N$ caused by the material lie at frequencies independent of $a$ and cancel in the ratio. At fixed $k$ and polarization,

$$\delta E_k=\frac12\sum_n[\omega_n(a)-\omega_n(a')]=\frac{1}{2\pi i}\oint\frac{\omega}{2}\,\frac{d}{d\omega}\ln\frac{N(a)}{N(a')}\,d\omega .$$

The contour runs down the imaginary axis and returns along a large arc in the right half-plane. The modes move continuously with $a$, so the ratio has equally many zeros and poles inside. Its logarithm returns to its starting value, and integration by parts leaves no boundary term:

$$\delta E_k=-\frac{1}{4\pi i}\oint\ln\frac{N(a)}{N(a')}\,d\omega .\qquad(7)$$

Two parts of the contour need attention.

- **The large arc.** At high frequency $\varepsilon_j-1\propto\omega^{-2}$, so each $r_j\propto\omega^{-2}$ and $\ln D\propto\omega^{-4}$ at most. The arc length grows only as $|\omega|$, so this part vanishes. Close to the real axis the end walls are felt, but that stretch has bounded length, and on a path between modes the ratio tends to 1 there too.
- **Material resonances.** Where $\varepsilon_j$ has a pole, standing waves of ever shorter wavelength inside the slab accumulate. Exclude a disc of radius $\rho$. Changing $a$ changes the boundary phase of such a wave by a bounded amount, so each frequency shifts by no more than the order of the local mode spacing. The shifts in the disc add up to order $\rho$, as does the integral around its edge. Both vanish with $\rho$.

On the imaginary axis $d\omega=i\,d\xi$, with $\xi$ running from $+\infty$ to $-\infty$. Reversing the limits turns the minus sign of (7) into a plus. For lossless bodies the integrand is even in $\xi$. With (6),

$$\delta E_k=\frac{1}{4\pi}\int_{-\infty}^{\infty}d\xi\,\ln\frac{D(i\xi;a)}{D(i\xi;a')}=\frac{1}{2\pi}\int_0^\infty d\xi\,\ln\frac{D(i\xi;a)}{D(i\xi;a')}.\qquad(8)$$

Only now do the slabs become half-spaces. On the imaginary axis $\kappa_j\ge k>0$, so $q\to0$ and $R_j\to r_j$. Letting $a'\to\infty$ gives $D(a')\to1$ and sets the zero of energy. There are $k\,dk/(2\pi)$ modes per area in the ring $dk$; multiplying (8) by this, integrating and summing over polarizations gives (1).

Equation (8) was tested with finite slabs against the zero-point sum from diagonalizing the fields coupled to matter oscillators on a grid. The bodies were those of the worked example, the box was periodic, and $k=0.002$ Å$^{-1}$. On going from a gap of 750 Å to one of 250 Å, both routes give $-0.05627$ eV for TM and $-0.00781$ eV for TE.

## Absorbing bodies

With absorption the roots of (4) are complex, and half their sum is not an energy. A larger lossless system resolves this. The response of a passive body at imaginary frequency can be written as

$$\varepsilon(i\xi)=1+\frac2\pi\int_0^\infty d\omega'\,\frac{\omega'\,\mathrm{Im}\,\varepsilon(\omega')}{\omega'^2+\xi^2}.$$

Replacing the integral by a sum gives undamped oscillators at frequencies $\omega_i$ with squared strengths $(2/\pi)\,\omega_i\,\mathrm{Im}\,\varepsilon(\omega_i)\,\delta\omega_i$. The derivation applies to them. As their spacing shrinks, the real-frequency spectrum becomes dense, but $\varepsilon(i\xi)$ converges smoothly. Equation (1) therefore holds with the $\varepsilon(i\xi)$ of the absorbing body.

This was tested without retardation at $ka=1$ for two copies of body 1 of the worked example, with a damping term $\gamma\xi$, $\gamma=2$ eV, added to the denominator of $\varepsilon(i\xi)-1$. The mode sum over 600 oscillators per body and the integral with the damped permittivity both give $-0.06426$ eV.

## Pressure and ideal mirrors

Since $\partial_a\ln(1-ye^{-2\kappa a})=2\kappa ye^{-2\kappa a}/(1-ye^{-2\kappa a})$, the pressure $P=-dE/da$ is

$$P=-\frac{1}{2\pi^2}\int_0^\infty k\,dk\int_0^\infty d\xi\sum_p\frac{\kappa\,r_{1p}r_{2p}e^{-2\kappa a}}{1-r_{1p}r_{2p}e^{-2\kappa a}}.\qquad(9)$$

When $\varepsilon_j(i\xi)>1$ for both bodies, the two amplitudes have equal signs in each polarization. Then $r_1r_2>0$ and $P<0$, which means attraction.

For ideal mirrors $r_1r_2=1$ in both polarizations. At fixed $\xi$, $k\,dk=\kappa\,d\kappa$ with $\kappa\ge\xi/c$. Doing the $\xi$ integral first gives a factor $c\kappa$:

$$E=\frac{c}{2\pi^2}\int_0^\infty\kappa^2\ln(1-e^{-2\kappa a})\,d\kappa=-\frac{c}{2\pi^2}\sum_{n\ge1}\frac1n\,\frac{2}{(2na)^3}=-\frac{\pi^2c}{720a^3},$$

where $\sum n^{-4}=\pi^4/90$ was used.

## The nonretarded limit

Let $c\to\infty$ at fixed $a$. Then $\kappa$ and $\kappa_j$ both tend to $k$. The TE amplitude vanishes,

$$r_{\rm TE}=-\frac{\kappa_j^2-\kappa^2}{(\kappa+\kappa_j)^2}\approx-\frac{(\varepsilon_j-1)\xi^2}{4k^2c^2}\to0,$$

while $r_{\rm TM}\to(\varepsilon_j-1)/(\varepsilon_j+1)=\Delta_j$. What remains is the electrostatic coupling of surface charge. The relevant wavevectors are of order $1/a$, so the condition is $a\ll c/\omega$ for the frequencies $\omega$ at which the bodies respond.

Expand the logarithm and use $\int_0^\infty k\,e^{-2nka}dk=1/(4n^2a^2)$:

$$\int_0^\infty k\ln(1-\Delta_1\Delta_2e^{-2ka})\,dk=-\sum_{n\ge1}\frac{(\Delta_1\Delta_2)^n}{n}\,\frac{1}{4n^2a^2}=-\frac{\mathrm{Li}_3(\Delta_1\Delta_2)}{4a^2}.$$

Hence $E=-(16\pi^2a^2)^{-1}\int_0^\infty d\xi\,\mathrm{Li}_3(\Delta_1\Delta_2)$. Equating this to $-A/(12\pi a^2)$ gives $A=(12\pi/16\pi^2)\int\mathrm{Li}_3\,d\xi$, which is (2).

The series also bounds unlike pairs. In $\int d\xi\sum_n\Delta_1^n\Delta_2^n/n^3$ the Cauchy–Schwarz inequality gives $A_{12}\le\sqrt{A_{11}A_{22}}$.

## One oscillator per body

Let $\varepsilon_j(i\xi)=1+\omega_{pj}^2/(\omega_{0j}^2+\xi^2)$. Then

$$\Delta_j=\frac{\omega_{pj}^2/2}{\omega_{sj}^2+\xi^2},\qquad\omega_{sj}^2=\omega_{0j}^2+\frac{\omega_{pj}^2}{2},$$

where $\omega_{sj}$ is the surface mode of an isolated body. With $\xi^2=-\omega^2$, the nonretarded condition $\Delta_1\Delta_2e^{-2ka}=1$ reads

$$(\omega_{s1}^2-\omega^2)(\omega_{s2}^2-\omega^2)=g^2,\qquad g=\tfrac12\omega_{p1}\omega_{p2}e^{-ka},$$

$$\omega_\pm^2=\frac{\omega_{s1}^2+\omega_{s2}^2}{2}\pm\sqrt{\left(\frac{\omega_{s1}^2-\omega_{s2}^2}{2}\right)^2+g^2}.\qquad(10)$$

Here $D$ has zeros at $\omega_\pm$ and poles at $\omega_{sj}$:

$$D(i\xi)=\frac{(\xi^2+\omega_+^2)(\xi^2+\omega_-^2)}{(\xi^2+\omega_{s1}^2)(\xi^2+\omega_{s2}^2)}.$$

The elementary integral $\int_0^\infty\ln[(\xi^2+\alpha^2)/(\xi^2+\beta^2)]\,d\xi=\pi(\alpha-\beta)$ then gives

$$\frac1{2\pi}\int_0^\infty\ln D\,d\xi=\tfrac12(\omega_++\omega_--\omega_{s1}-\omega_{s2}),$$

zeros minus poles, without any contour. The coupling leaves the sum of the squared frequencies unchanged and spreads them apart. The square root is concave, so the sum of the frequencies falls: this is the attraction.

The $n=1$ term of (2) follows from $\int_0^\infty d\xi\,[(\xi^2+\alpha^2)(\xi^2+\beta^2)]^{-1}=\pi/[2\alpha\beta(\alpha+\beta)]$ and $\omega_{pj}^2/2=\Delta_j(0)\,\omega_{sj}^2$:

$$A^{(1)}=\frac38\,\Delta_1(0)\Delta_2(0)\,\frac{\omega_{s1}\omega_{s2}}{\omega_{s1}+\omega_{s2}}.\qquad(11)$$

All later terms are positive, so $A^{(1)}<A$.

## Worked example

Take $\omega_0=10$ eV, $\omega_p=15$ eV for body 1 and $\omega_0=6$ eV, $\omega_p=12$ eV for body 2. These are model parameters. The surface modes are

$$\omega_{s1}=\sqrt{100+112.5}=14.577\ \text{eV},\qquad\omega_{s2}=\sqrt{36+72}=10.392\ \text{eV},$$

and $\Delta_1(0)=112.5/212.5=0.5294$, $\Delta_2(0)=72/108=0.6667$.

At $ka=1$, equation (10) gives 14.9033 and 9.9193 eV. The zero-point shift is

$$\tfrac12(14.9033+9.9193-14.5774-10.3923)=-0.0736\ \text{eV}.$$

The leading Hamaker term is

$$A^{(1)}=0.375\times0.5294\times0.6667\times\frac{14.577\times10.392}{24.970}=0.803\ \text{eV}.$$

The full integral gives $A_{12}=0.827$ eV, or 132.5 zJ, so the leading term supplies 97 percent. Integrating the surface-mode shifts over $k$ gives the same $A_{12}$. The like pairs have $A_{11}=0.784$ eV and $A_{22}=0.900$ eV; their geometric mean, 0.840 eV, lies above $A_{12}$ as required.

At $a=10$ Å the nonretarded energy is

$$-\frac{0.827}{12\pi\times100}=-2.19\times10^{-4}\ \text{eV Å}^{-2}.$$

The retarded formula gives $-2.15\times10^{-4}$ eV Å$^{-2}$, or $-3.44$ mJ m$^{-2}$, smaller in magnitude by 2.2 percent of the nonretarded value. The pressure is $-4.36\times10^{-5}$ eV Å$^{-3}$, about $-7.0$ MPa.

## From short to long distance

The ratio of the full energy to $-A/(12\pi a^2)$ falls with distance, and the local exponent $d\ln|E|/d\ln a=-aP/E$ changes from near $-2$ to $-3$:

| $a$ (Å) | ratio | exponent | TE share |
|---|---|---|---|
| 10 | 0.978 | −2.03 | 0.001 |
| 100 | 0.699 | −2.35 | 0.032 |
| 1000 | 0.153 | −2.92 | 0.106 |
| 10000 | 0.016 | −3.00 | 0.115 |

The crossover lies where $a$ is comparable with $c/\omega_{sj}$, here $1973/14.6\approx135$ Å and $1973/10.4\approx190$ Å.

The loss in the TM part follows from (1). Put $s_j=\kappa_j/\kappa\ge1$. Then $r_{\rm TM}=(\varepsilon_j-s_j)/(\varepsilon_j+s_j)\le\Delta_j$, and $e^{-2\kappa a}\le e^{-2ka}$. At every $k$ and $\xi$ the TM term is thus no larger in magnitude than its nonretarded value. The TE part adds attraction, but in this example too little to compensate.

For $a\gg c/\omega_{0j}$ the exponential confines $\xi$ to values of order $c/a$, where $\varepsilon_j$ has its static value. Put $\xi=c\kappa x$ with $0<x<1$. Then $s_j=\sqrt{1+(\varepsilon_j-1)x^2}$, so the amplitudes depend on $x$ alone, and the $\kappa$ integral used for ideal mirrors gives

$$E\to-\frac{c}{16\pi^2a^3}\int_0^1dx\sum_p\mathrm{Li}_4\big(r_{1p}(x)\,r_{2p}(x)\big).\qquad(12)$$

This explains both the exponent $-3$ and the constant TE share at large distance. TE stays the weaker polarization because $|r_{\rm TE}|=(s_j-1)/(s_j+1)$, while $r_{\rm TM}$ has the same form with $\varepsilon_j/s_j$ in place of $s_j$, and $s_j^2\le\varepsilon_j$.

## Where the formula stops being valid

At gaps of a few Å the electron densities of the bodies overlap, and a sharp surface with a local $\varepsilon$ is no longer a sound description. The $a^{-2}$ divergence at contact belongs to this model. Even at 10 Å, the quoted digits describe the model and not a real interface.

The other limit is thermal. At temperature $T$ the $\xi$ integral is replaced by a sum over frequencies spaced by $2\pi k_BT$, about 0.16 eV at room temperature. The zero-temperature integral requires this spacing to be small compared with $c/a$ and with the frequencies at which the bodies respond. At $a=10^4$ Å, $c/a$ is about 0.2 eV, already comparable with the spacing; at $10^5$ Å it is 0.02 eV, which is below the thermal energy itself. At such distances equation (12) applies only to sufficiently cold bodies. Bodies with a strong response at low frequency, such as polar liquids, violate the second condition at room temperature even at short gaps, and their Hamaker constant differs from (2).

The numerical output below lists the values used here.

## Calculated quantities

```
hbar c = 1973.270 eV A
body 1: w0 = 10.0 eV, wp = 15.0 eV
body 2: w0 = 6.0 eV, wp = 12.0 eV
static permittivities: 3.250, 5.000
box test: k = 0.002 1/A, slabs 500 A, box 6000 A
box test: energy at gap 250 A minus 750 A
  TM sum over modes  = -0.0562738 eV
  TM xi integral     = -0.0562736 eV
  TE sum over modes  = -0.0078079 eV
  TE xi integral     = -0.0078079 eV
TE below light line (k = 0.01 1/A, a = 100 A):
  largest |r1 r2 exp(-2 kappa a)| = 0.7184 (no unit)
two bodies 1 with damping 2.0 eV, k a = 1.0:
  sum over 600 oscillators = -0.064264 eV
  xi integral, damped eps = -0.064264 eV
static D1 = 0.5294, D2 = 0.6667 (no unit)
single-surface modes: 14.5774 eV, 10.3923 eV
coupled modes at k a = 1.0: 14.9033 eV, 9.9193 eV
zero-point shift, modes  = -0.073552 eV
zero-point shift, xi int = -0.073552 eV
Hamaker A12, Li3 integral = 0.82709 eV
Hamaker A12, mode shifts  = 0.82709 eV
Hamaker A12 = 132.51 zJ
leading term of A12 = 0.80299 eV
leading term / A12 = 0.9709 (no unit)
A11 = 0.78407 eV, A22 = 0.89984 eV
sqrt(A11 A22) = 0.83996 eV
ideal mirrors, 1000 A: integral -2.704916e-08 eV/A^2
ideal mirrors, 1000 A: formula  -2.704916e-08 eV/A^2
a = 10 A: full energy  = -2.14631e-04 eV/A^2
a = 10 A: -A/(12pi a^2) = -2.19393e-04 eV/A^2
a = 10 A: full energy  = -3.4388 mJ/m^2
a = 10 A: pressure     = -4.36015e-05 eV/A^3
a = 10 A: pressure     = -6.986 MPa
a (A) | full/nonretarded | TE share | d ln|E|/d ln a
      10 | 0.97829 | 0.00139 | -2.0315
     100 | 0.69944 | 0.03207 | -2.3460
    1000 | 0.15279 | 0.10617 | -2.9194
   10000 | 0.01600 | 0.11494 | -2.9989
  100000 | 0.00160 | 0.11505 | -3.0000
```
